# Which signatures admit Majorana, Weyl and Majorana–Weyl spinors

## The problem

Let $\Gamma^1,\dots,\Gamma^d$ satisfy

$$\{\Gamma^a,\Gamma^b\}=2\eta^{ab},$$

where $\eta$ is diagonal with $p$ entries $+1$ and $q$ entries $-1$, and $d=p+q\ge 2$. They act on Dirac spinors with $N=2^{\lfloor d/2\rfloor}$ complex components. The symmetry group is the connected spin group, generated by $\Sigma^{ab}=\tfrac14[\Gamma^a,\Gamma^b]$; invariance under reflections is not required.

A Weyl spinor belongs to a nonzero proper complex subspace of the Dirac spinors that is invariant under the group; invariant subspaces below are always complex subspaces. A Majorana spinor is a nonzero spinor obeying an invariant condition $\psi^*=C\psi$ with a fixed matrix $C$; invariant means that both sides transform alike, $S^*C=CS$ for every $S$ in the group. A Majorana–Weyl spinor is both at once. For which $(p,q)$ does each exist, and how does the pattern repeat? All numerical values below are pure numbers, and the wave equation is written in units with $\hbar=c=1$.

## A tempting solution

Complex conjugation of the algebra gives $\{\Gamma^{a*},\Gamma^{b*}\}=2\eta^{ab}$, because $\eta$ is real. The matrices $\Gamma^{a*}$ therefore represent the same algebra as $\Gamma^a$, and a matrix $B$ should exist with

$$B\Gamma^aB^{-1}=\eta\,\Gamma^{a*},\qquad \eta=+1\ \text{or}\ -1. \tag{1}$$

(The sign $\eta$ without indices is not the metric.) Since $\eta^2=1$, it follows that $B\Sigma^{ab}B^{-1}=\Sigma^{ab*}$, so every $S$ in the spin group satisfies $BS=S^*B$. If $\psi^*=B\psi$, then

$$(S\psi)^*=S^*B\psi=B(S\psi),$$

and the condition is invariant. So Majorana spinors exist in every signature. In even $d$ the product of all $\Gamma^a$ splits the Dirac spinor into two chiral halves, so Weyl spinors exist there. Imposing both conditions gives Majorana–Weyl spinors in every even dimension, and the signature does not matter.

## Where it fails

Take $(p,q)=(3,0)$ with the Pauli matrices as $\Gamma^a$. Then $B=\sigma_2$ satisfies (1) with $\eta=-1$. The condition $\psi^*=\sigma_2\psi$ reads

$$\psi_1^*=-i\psi_2,\qquad \psi_2^*=i\psi_1 .$$

The conjugate of the first equation is $\psi_1=i\psi_2^*$. Inserting the second gives $\psi_1=i(i\psi_1)=-\psi_1$, so $\psi_1=0$ and then $\psi_2=0$. The condition is invariant, but zero is its one solution.

In general, conjugating $\psi^*=B\psi$ and using it again gives

$$\psi=B^*\psi^*=B^*B\,\psi. \tag{2}$$

The existence of $B$ is not enough; the sign of $B^*B$ decides. There is a second gap: two invariant conditions, each solvable alone, need not have a common nonzero solution. Both points must be computed.

## Explicit matrices

Let $n=\lfloor d/2\rfloor$. For $j=1,\dots,n$ take the pair

$$\underbrace{\sigma_3\otimes\cdots\otimes\sigma_3}_{j-1}\otimes\,\sigma_1\otimes 1\otimes\cdots\otimes1,\qquad
\underbrace{\sigma_3\otimes\cdots\otimes\sigma_3}_{j-1}\otimes\,\sigma_2\otimes 1\otimes\cdots\otimes1,$$

and for odd $d$ add $\sigma_3\otimes\cdots\otimes\sigma_3$. Any two of these have different Pauli matrices in exactly one common slot, so they anticommute; each squares to $1$. Those with $\sigma_2$ are imaginary ($n$ of them), the others real. Multiplying $q$ of them by $i$ gives the signature $(p,q)$. Every $\Gamma^a$ is then unitary, and either real or imaginary.

Two facts about products are needed. Write $\Gamma_A$ for the ordered product over a subset $A$ of the indices.

For even $d$, every nonempty $\Gamma_A$ anticommutes with some $\Gamma^a$: one with $a\in A$ if $|A|$ is even, one with $a\notin A$ if $|A|$ is odd. Hence its trace vanishes. Then $\mathrm{tr}(\Gamma_A^{-1}\Gamma_{A'})=0$ for $A\neq A'$, so the $2^d=N^2$ products are independent and span all $N\times N$ matrices.

For odd $d$, the first $2n$ matrices already span everything. The full product $\omega=\Gamma^1\cdots\Gamma^d$ commutes with every $\Gamma^a$, so it is a scalar. Multiplying an odd product by $\omega$ gives, up to sign, the complementary product, which is even. Hence the even products alone span all matrices.

## Weyl spinors

In odd $d$ the even products, which the $\Sigma^{ab}$ generate, span all matrices. No nonzero proper complex subspace is invariant, and there are no Weyl spinors.

In even $d=2n$, $\omega$ anticommutes with each $\Gamma^a$ and commutes with each $\Sigma^{ab}$. Define

$$k=p-q,\qquad \kappa=\lfloor k/2\rfloor=n-q .$$

Reordering the square of the product costs $d(d-1)/2$ signs, and $q$ factors square to $-1$:

$$\omega^2=(-1)^{n(2n-1)+q}=(-1)^{n+q}=(-1)^{\kappa}.$$

Set $\Gamma_*=\omega$ for even $\kappa$ and $\Gamma_*=i\omega$ for odd $\kappa$. Then $\Gamma_*^2=1$ and $\mathrm{tr}\,\Gamma_*=0$, so the eigenvalues $\pm1$ each have $N/2$ complex components. The even products commute with $\Gamma_*$, so they are block-diagonal in these two halves. There are $2^{d-1}=2(N/2)^2$ of them and they are independent, so they span all block-diagonal matrices. The two halves are therefore the only nonzero proper invariant subspaces. Weyl spinors exist for every even $d$, whatever the signature. This part of the tempting solution was right.

## The sign of $B^*B$

Let $B_I$ be the product of the $n_I$ imaginary matrices. A real $\Gamma$ passes $n_I$ anticommuting factors. An imaginary one is itself a factor, so it passes $n_I-1$, and the missing sign is supplied by $\Gamma=-\Gamma^*$. In both cases

$$B_I\Gamma B_I^{-1}=(-1)^{n_I}\Gamma^* .$$

Let $B_R$ be the product of the $n_R$ real matrices. An imaginary $\Gamma$ gives $(-1)^{n_R}\Gamma=-(-1)^{n_R}\Gamma^*$; a real one gives $(-1)^{n_R-1}\Gamma^*$, which is the same sign. So

$$\eta_I=(-1)^{n_I},\qquad \eta_R=-(-1)^{n_R}.$$

For even $d$, $n_I$ and $n_R$ have equal parity, and both values of $\eta$ occur. For odd $d$ the two products have the same $\eta$. The other value is then impossible: if $B_+$ and $B_-$ both existed, $B_+^{-1}B_-$ would anticommute with every $\Gamma^a$, hence with the odd product $\omega$, a nonzero scalar.

Suppose $a$ of the originally real matrices and $b$ of the originally imaginary ones received the factor $i$, so $a+b=q$. Then

$$n_I=n-b+a=\kappa+2a .$$

Among these imaginary matrices, $a$ square to $-1$. With $B_I^*=(-1)^{n_I}B_I$,

$$B_I^*B_I=(-1)^{n_I}(-1)^{n_I(n_I-1)/2+a}=(-1)^{n_I(n_I+1)/2+a}.$$

The exponent is

$$\frac{(\kappa+2a)(\kappa+2a+1)}2+a=\frac{\kappa(\kappa+1)}2+2a(\kappa+a+1),$$

and the last term is even. Thus $a$ drops out:

$$\eta_I=(-1)^\kappa,\qquad B_I^*B_I=\varepsilon_I=(-1)^{\kappa(\kappa+1)/2}. \tag{3}$$

For even $d$, $n_R=2n-n_I=\kappa+2b$, and $b$ of the real matrices square to $-1$. Since $B_R$ is real, $B_R^*B_R=B_R^2$, with exponent

$$\frac{(\kappa+2b)(\kappa+2b-1)}2+b=\frac{\kappa(\kappa-1)}2+2b(\kappa+b).$$

Therefore

$$\eta_R=-(-1)^\kappa,\qquad \varepsilon_R=(-1)^{\kappa(\kappa-1)/2}. \tag{4}$$

Writing $\varepsilon_\pm$ for the sign belonging to $\eta=\pm1$, and a dash where no $B$ exists:

| $k$ mod 8 | $\varepsilon_+$ | $\varepsilon_-$ |
|---|---|---|
| 0 | $+$ | $+$ |
| 1 | $+$ | – |
| 2 | $+$ | $-$ |
| 3 | – | $-$ |
| 4 | $-$ | $-$ |
| 5 | $-$ | – |
| 6 | $-$ | $+$ |
| 7 | – | $+$ |

The table may be labelled modulo 8 because $\kappa\to\kappa+4$ changes the exponents in (3) and (4) by $4\kappa+10$ and $4\kappa+6$, both even.

These signs do not depend on the chosen matrices. For fixed $\eta$, two solutions of (1) differ by a factor $c$, since $B^{-1}B'$ commutes with all matrices; this multiplies $B^*B$ by $|c|^2>0$. Under $\Gamma\to T\Gamma T^{-1}$ one has $B\to T^*BT^{-1}$ and $B^*B\to T(B^*B)T^{-1}=\varepsilon$.

Nor does another $N$-component representation $\Gamma'$ escape. For even $d$, $T=\sum_A\Gamma'_AX\Gamma_A^{-1}$ satisfies $\Gamma'^aT=T\Gamma^a$. It is nonzero for some $X$, because the $\Gamma_A^{-1}$ are independent, and its kernel is invariant under all matrices, so $T$ is invertible. For odd $d$ the same argument applies to the first $2n$ matrices, and the last is fixed up to sign by the scalar $\omega$. The two choices are related by $\Gamma\to-\Gamma$ up to equivalence, which leaves (1) unchanged.

## Majorana spinors

If $\varepsilon=+1$, define the antilinear map $K\psi=B^*\psi^*$. The Majorana condition is $K\psi=\psi$, and $K^2\psi=B^*B\psi=\psi$. Every spinor is a sum of parts with $K=+1$ and $K=-1$. Multiplication by $i$ exchanges the two kinds, so each has $N$ real dimensions: half of the $2N$ real components of a Dirac spinor. The table gives this case for $k\equiv0,1,2,6,7$.

For $k\equiv3,4,5$ each available $B$ has $\varepsilon=-1$, and (2) gives $\psi=0$. Could another matrix $C$ do better? Invariance requires $B^{-1}C$ to commute with all even products. For odd $d$ it is then a scalar. For even $d$, expand it in the $\Gamma_A$: a term with $a\in A$ and $b\notin A$ anticommutes with $\Gamma^a\Gamma^b$ and must be absent. The empty and full products remain, so

$$C=BM,\qquad M=x+y\Gamma_* .$$

In even $d$, $B\omega B^{-1}=\eta^d\omega^*=\omega^*$. The factor $i$ in $\Gamma_*$ for odd $\kappa$ changes sign on conjugation, hence

$$B\Gamma_*B^{-1}=(-1)^\kappa\Gamma_*^* . \tag{5}$$

At $k\equiv4$, $\kappa$ is even and $M^*B=BM^\dagger$, because $\Gamma_*$ is Hermitian in the unitary basis. So $C^*C=B^*BM^\dagger M=-M^\dagger M$. A solution would obey $\psi^\dagger\psi=-|M\psi|^2$, which forces $\psi=0$. Thus **Majorana spinors exist if and only if $p-q\equiv0,1,2,6,7$ modulo 8**.

The condition also has a meaning for electrodynamics. A phase change $\psi\to e^{i\alpha}\psi$ turns $\psi^*=C\psi$ into $e^{-i\alpha}\psi^*=e^{i\alpha}C\psi$, which for nonzero $\psi$ requires $e^{2i\alpha}=1$. A single Majorana field therefore cannot carry a charge that multiplies the whole spinor by a continuous phase, as the electric charge of a Dirac field does.

## Both conditions together

Let $\Gamma_*\psi=\psi$, so that $\Gamma_*^*\psi^*=\psi^*$. By (5), $\Gamma_*^*C\psi=(-1)^\kappa C\psi$. For $k\equiv2,6$, $\kappa$ is odd: $\psi^*$ and $C\psi$ have opposite eigenvalues, so their equality forces both to vanish. The other chirality fails in the same way. For $k\equiv4$ there is no Majorana spinor at all. For $k\equiv0$, $K$ preserves chirality and $K^2=1$, so each chiral half contains $N/2$ real dimensions of solutions. **Majorana–Weyl spinors exist if and only if $p-q\equiv0$ modulo 8**.

The repetition in $k$ has smallest period eight. The Majorana answers around the cycle are yes, yes, yes, no, no, no, yes, yes; a smaller shift would move the single block of three refusals.

## Period eight built from matrices

The repetition can also be made by hand. With the real matrix $e=i\sigma_2$, $e^2=-1$, the seven matrices

$$\begin{aligned}&e\otimes e\otimes e,\quad 1\otimes\sigma_1\otimes e,\quad 1\otimes\sigma_3\otimes e,\quad \sigma_1\otimes e\otimes1,\\ &\sigma_3\otimes e\otimes1,\quad e\otimes1\otimes\sigma_1,\quad e\otimes1\otimes\sigma_3\end{aligned}$$

are real, anticommute and square to $-1$. Call them $\lambda_i$. Then $e_i=e\otimes\lambda_i$ for $i\le7$ and $e_8=\sigma_1\otimes1_8$ are eight real anticommuting $16\times16$ matrices of square $+1$, and $e_*=\sigma_3\otimes1_8$ anticommutes with all of them. The set

$$\Gamma^a\otimes e_*,\qquad 1\otimes e_i$$

has signature $(p+8,q)$. If $B$ has $\eta=+1$, $B\otimes1$ satisfies (1) for the whole set; if $\eta=-1$, $B\otimes e_*$ does, since $e_*e_ie_*=-e_i$. As $e_*$ is real and $e_*^2=1$, both $\eta$ and $\varepsilon$ are unchanged. With $ie_i$ in place of $e_i$ the signature is $(p,q+8)$ and the two choices are exchanged. This lift was tested for all twelve signatures with $d\le4$, in both directions.

## One time direction, and mass

For signature $(1,d-1)$, $k=2-d$. Majorana spinors therefore exist for $d\equiv0,1,2,3,4$ and Majorana–Weyl spinors for $d\equiv2$ modulo 8.

Existence does not guarantee that the field may have a mass. Conjugate $(i\Gamma^a\partial_a-m)\psi=0$, with real $m$, and insert $\psi^*=B\psi$. By (1),

$$(-i\eta\,\Gamma^a\partial_a-m)\psi=0 .$$

For $\eta=-1$ this is the original equation. For $\eta=+1$, adding the original gives $-2m\psi=0$. In even $d$ one might try $C=B_+(x+y\Gamma_*)$. Moving $\Gamma^a$ through $M$ reverses the sign of $y$, so the conjugated equation becomes

$$-(x-y\Gamma_*)\,i\Gamma^a\partial_a\psi-m(x+y\Gamma_*)\psi=-2mx\,\psi=0,$$

where the original equation was used. For $m\ne0$ this requires $x=0$, which is the $\eta=-1$ choice again. The ordinary mass term thus needs $\varepsilon_-=+1$, which holds for $d\equiv2,3,4$ modulo 8. In $d=8$ and $d=9$ Majorana fields exist, but this mass term is excluded.

## A spinor in four dimensions

For $(1,3)$ take

$$\Gamma^0=\sigma_1\otimes1,\quad \Gamma^1=i\sigma_2\otimes1,\quad \Gamma^2=i\sigma_3\otimes\sigma_1,\quad \Gamma^3=i\sigma_3\otimes\sigma_2 .$$

Only $\Gamma^2$ is imaginary, so $B=\Gamma^2$, with $\eta=-1$ and $B^*B=-(\Gamma^2)^2=+1$. The condition is

$$\psi_1^*=i\psi_2,\quad \psi_2^*=i\psi_1,\quad \psi_3^*=-i\psi_4,\quad \psi_4^*=-i\psi_3,$$

with solution $\psi=(z,-iz^*,w,iw^*)$: four real parameters. For $z=1+2i$ and $w=3-i$,

$$\psi=(1+2i,\,-2-i,\,3-i,\,-1+3i).$$

Apply $S=e^{\chi\Gamma^0\Gamma^1/2}e^{\theta\Gamma^1\Gamma^2/2}$, a rotation followed by a boost. Here $\Gamma^0\Gamma^1=-\sigma_3\otimes1$ and $\Gamma^1\Gamma^2=-i\sigma_1\otimes\sigma_1$, so

$$z'=e^{-\chi/2}\left(z\cos\tfrac\theta2+w^*\sin\tfrac\theta2\right),\qquad
w'=e^{\chi/2}\left(w\cos\tfrac\theta2-z^*\sin\tfrac\theta2\right).$$

For $\chi=0.8$ and $\theta=0.5$ rad, $z'=1.147+1.465i$ and $w'=3.967-0.707i$. The second component is $-1.465-1.147i=-iz'^*$ and the fourth is $-0.707+3.967i=iw'^*$, so the condition survives.

Here $\Gamma_*=\mathrm{diag}(-1,1,1,-1)$. The part of $\psi$ with $\Gamma_*=+1$ is $\phi=(0,-2-i,3-i,0)$, and

$$\phi^*-B\phi=(-1+2i,\,-2+i,\,3+i,\,1+3i).$$

Its norm is $\sqrt{5+5+10+10}=5.48$, not zero: the chiral part is no longer Majorana.

The signature matters even at fixed $d=4$. Majorana spinors are absent for $(4,0)$ and $(0,4)$, have four real components for $(3,1)$ and $(1,3)$, and for $(2,2)$ can also be chiral, with two real components.

In $(1,9)$ the same construction has four imaginary matrices, so $\eta_I=+1$. Here $\kappa=-4$ and $\varepsilon_I=(-1)^6=+1$. The 64 real components of a Dirac spinor are halved to 32 by the Majorana condition and to 16 by chirality. The numerical output gives the counts for one time direction in $d=2$ to $12$; the classification was tested in these dimensions for all 88 signatures, with $B$ found by projection of a random matrix rather than from the products used above.

## Computed results

```
All numbers are pure numbers; eps = 0 means no such B exists
signatures tested, d = 2 to 12: 88
signatures tested by character sums, d = 2 to 10: 63
period-eight lifts tested: 24
k mod 8 | eps(eta=+1) eps(eta=-1) | Majorana Weyl Maj-Weyl | cases
0 | +1 +1 | yes yes yes | 12
1 | +1 +0 | yes no no | 10
2 | +1 -1 | yes yes no | 12
3 | +0 -1 | no no no | 10
4 | -1 -1 | no yes no | 12
5 | -1 +0 | no no no | 10
6 | -1 +1 | yes yes no | 12
7 | +0 +1 | yes no no | 10
One time: d | real components Dirac, Weyl, Majorana, Maj-Weyl | mass
2 | 4 2 2 1 | yes
3 | 4 0 2 0 | yes
4 | 8 4 4 0 | yes
5 | 8 0 0 0 | no
6 | 16 8 0 0 | no
7 | 16 0 0 0 | no
8 | 32 16 16 0 | no
9 | 32 0 16 0 | no
10 | 64 32 32 16 | yes
11 | 64 0 32 0 | yes
12 | 128 64 64 0 | yes
d = 4: (p,q) | real components Weyl, Majorana, Maj-Weyl
(4,0) | 4 0 0
(3,1) | 4 4 0
(2,2) | 4 4 2
(1,3) | 4 4 0
(0,4) | 4 0 0
(1,3) example: index of the imaginary gamma matrix: 2
B entries (row 1 col 2, 2 1, 3 4, 4 3): 0.0000+1.0000j, 0.0000+1.0000j, -0.0000-1.0000j, -0.0000-1.0000j
diagonal of chirality matrix: [-1, 1, 1, -1]
z = (1+2j), w = (3-1j), rapidity = 0.8, angle = 0.5 rad
psi: 1.0000+2.0000j, -2.0000-1.0000j, 3.0000-1.0000j, -1.0000+3.0000j
psi after rotation (1-2 plane), then boost (axis 1): 1.1470+1.4648j, -1.4648-1.1470j, 3.9673-0.7073j, -0.7073+3.9673j
norm of psi* - B psi, before: 0.0e+00, after: 0.0e+00
chiral part of psi: 0.0000+0.0000j, -2.0000-1.0000j, 3.0000-1.0000j, 0.0000+0.0000j
norm of psi* - B psi for the chiral part: 5.4772
(1,9) example: indices of imaginary gamma matrices: [2, 4, 6, 8]
(1,9): B*B = +1, Maj-Weyl real components = 16
```
